# Which Dirac-Coulomb levels have a partner of opposite kappa?: a numerical check

```python
"""Bound states of the Dirac-Coulomb problem and the missing n_r = 0 level.

Result under test: for V = -Z/r the bound levels are
    eps = W/c^2 = N/sqrt(N^2 + zeta^2),   N = n_r + gamma,
with n_r = 0,1,2,... for kappa < 0 but n_r = 1,2,... for kappa > 0.
Hence there is no 1p1/2, and the highest-j level of a shell is unpaired.

Symbols (atomic units): W total energy, c speed of light, zeta = Z*alpha,
k = |kappa| = j + 1/2, gamma = sqrt(k^2 - zeta^2), n = n_r + k,
lambda = c*sqrt(1 - eps^2), x = lambda*r, P and Q radial components.
The energy coordinate nu = zeta*eps/sqrt(1 - eps^2) covers the whole gap
-1 < eps < 1; using it does not presuppose any quantization.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

alpha = constants.fine_structure
c = 1.0 / alpha
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
Z = 72
zeta = Z * alpha


def gamma_of(kappa, coupling=zeta):
    return math.sqrt(kappa**2 - coupling**2)


def eps_of(nu):
    return nu / math.hypot(nu, zeta)


def binding(nu):
    """W - c^2 in hartree."""
    return c**2 * (eps_of(nu) - 1.0)


def integrate(kappa, nu, x_start, start, x_stop):
    """Integrate the radial Dirac equations, with log(x) as variable."""
    eps = eps_of(nu)
    ratio = math.sqrt((1 + eps) / (1 - eps))

    def rhs(t, y):
        x = math.exp(t)
        return [-kappa * y[0] + (x * ratio + zeta) * y[1],
                kappa * y[1] + (x / ratio - zeta) * y[0]]

    sol = solve_ivp(rhs, (math.log(x_start), math.log(x_stop)), start,
                    method="DOP853", rtol=1e-11, atol=1e-14)
    assert sol.success
    return sol.y[:, -1]


def mismatch(nu, kappa):
    """Sine of the angle between the solution regular at the origin and the
    solution decaying at infinity, as vectors (P, Q) at one radius."""
    eps = eps_of(nu)
    x_match = 1.0 + abs(nu)
    outward = integrate(kappa, nu, 1e-6,
                        [zeta, gamma_of(kappa) + kappa], x_match)
    inward = integrate(kappa, nu, 30.0,
                       [math.sqrt(1 + eps), -math.sqrt(1 - eps)], x_match)
    cross = outward[0] * inward[1] - outward[1] * inward[0]
    return cross / (np.linalg.norm(outward) * np.linalg.norm(inward))


def components(f, g, nu):
    eps = eps_of(nu)
    return np.array([math.sqrt(1 + eps) * (f + g),
                     math.sqrt(1 - eps) * (f - g)])


def regular_solution(kappa, nu, x):
    """Derived closed form of the regular solution, eta different from kappa."""
    gam = gamma_of(kappa)
    eta = math.hypot(nu, zeta)
    front = x**gam * math.exp(-x)
    g = front * float(mp.hyp1f1(gam - nu, 2 * gam + 1, 2 * x))
    f = (front * (gam - nu) / (eta - kappa)
         * float(mp.hyp1f1(gam - nu + 1, 2 * gam + 1, 2 * x)))
    return components(f, g, nu)


def exceptional_solution(kappa, x):
    """Derived regular solution for kappa > 0 at the n_r = 0 energy."""
    gam = gamma_of(kappa)
    g = x**gam * math.exp(-x)
    f = -kappa / gam * g * float(mp.hyp1f1(1, 2 * gam + 1, 2 * x))
    return components(f, g, gam)


# Closed-form regular solutions against direct integration.
worst_closed = 0.0
for kappa in (-2, -1, 1, 2):
    for nu in (-0.7, 0.6, 2.3):
        numeric = integrate(kappa, nu, 0.5,
                            regular_solution(kappa, nu, 0.5), 5.0)
        exact = regular_solution(kappa, nu, 5.0)
        worst_closed = max(worst_closed, np.linalg.norm(numeric - exact)
                           / np.linalg.norm(exact))
for kappa in (1, 2, 3):
    numeric = integrate(kappa, gamma_of(kappa), 0.5,
                        exceptional_solution(kappa, 0.5), 10.0)
    exact = exceptional_solution(kappa, 10.0)
    worst_closed = max(worst_closed, np.linalg.norm(numeric - exact)
                       / np.linalg.norm(exact))
assert worst_closed < 1e-7

# For kappa < 0 the single power times exponential is the decaying solution.
for kappa in (-1, -2, -3):
    gam = gamma_of(kappa)
    eps = eps_of(gam)
    start = np.array([math.sqrt(1 + eps), -math.sqrt(1 - eps)])
    numeric = integrate(kappa, gam, 10.0, start, 0.5)
    exact = start * (0.5 / 10.0)**gam * math.exp(9.5)
    assert np.linalg.norm(numeric - exact) < 1e-7 * np.linalg.norm(exact)
    assert abs(numeric[1] / numeric[0] - (gam + kappa) / zeta) < 1e-7

# Locate all levels in the scanned energy range without the level formula.
scan = np.linspace(-3.0, 3.4, 33)
levels = {}
worst_energy = 0.0
for kappa in (-1, 1, -2, 2, -3, 3):
    values = [mismatch(nu, kappa) for nu in scan]
    roots = [brentq(mismatch, scan[i], scan[i + 1], args=(kappa,), xtol=1e-11)
             for i in range(len(scan) - 1) if values[i] * values[i + 1] < 0]
    k = abs(kappa)
    found = [round(root - gamma_of(kappa)) for root in roots]
    first = 0 if kappa < 0 else 1
    assert found == list(range(first, 4 - k)), (kappa, roots)
    for root, n_r in zip(roots, found):
        exact_nu = gamma_of(kappa) + n_r
        assert abs(root - exact_nu) < 1e-7
        worst_energy = max(worst_energy, abs(binding(root) - binding(exact_nu)))
        levels[(n_r + k, kappa)] = root

# Pairing and capacity of the numerically found shells.
capacity = {}
for n in (1, 2, 3):
    members = [kap for (shell, kap) in levels if shell == n]
    unpaired = [kap for kap in members if -kap not in members]
    assert unpaired == [-n]
    for kap in members:
        assert n - 1 < levels[(n, kap)] < n
        if -kap in members:
            assert abs(levels[(n, kap)] - levels[(n, -kap)]) < 1e-7
    capacity[n] = sum(2 * abs(kap) for kap in members)
    assert capacity[n] == 2 * n**2

# Different (n, j) never coincide, for every integer Z below 1/alpha.
for charge in range(1, 138):
    ordered = [n - k + gamma_of(k, charge * alpha)
               for n in range(1, 9) for k in range(1, n + 1)]
    assert np.all(np.diff(ordered) > 0)

# Nodes of the large component P.
x_grid = np.linspace(0.01, 12.0, 240)
nodes = {}
for (n, kappa) in levels:
    nu = gamma_of(kappa) + n - abs(kappa)
    P = np.array([regular_solution(kappa, nu, x)[0] for x in x_grid])
    nodes[(n, kappa)] = int(np.sum(P[1:] * P[:-1] < 0))
    l = kappa if kappa > 0 else -kappa - 1
    assert nodes[(n, kappa)] == n - l - 1

# The contradiction at the 1s energy when kappa = +1.
gam1 = gamma_of(1)
eps1 = eps_of(gam1)
outer_ratio = -math.sqrt((1 - eps1) / (1 + eps1))
inner_ratio = {kap: (gam1 + kap) / zeta for kap in (-1, 1)}
angle = {kap: mismatch(gam1, kap) for kap in (-1, 1)}
assert abs(inner_ratio[-1] - outer_ratio) < 1e-12
assert inner_ratio[1] > 0 > outer_ratio
assert abs(angle[-1]) < 1e-7 and abs(angle[1]) > 0.1

print("Hydrogen-like Hf, point nucleus: Z =", Z)
print(f"speed of light c = {c:.6f} a.u.")
print(f"rest energy c^2 = {c**2:.4f} hartree")
print(f"zeta = Z*alpha = {zeta:.6f} (dimensionless)")
for k in (1, 2, 3):
    print(f"k = {k}: gamma = {gamma_of(k):.6f}, "
          f"delta = k - gamma = {k - gamma_of(k):.6f} (dimensionless)")
print("Levels found by integration, W - c^2 in hartree:")
for (n, kappa) in sorted(levels, key=lambda s: (s[0], abs(s[1]), s[1])):
    l = kappa if kappa > 0 else -kappa - 1
    name = f"{n}{'spd'[l]}{2 * abs(kappa) - 1}/2"
    root = levels[(n, kappa)]
    print(f"  {name} kappa={kappa:+d} n_r={n - abs(kappa)} "
          f"nodes of P={nodes[(n, kappa)]} N={root:.6f} "
          f"W-c^2={binding(root):.4f}")
print(f"largest |integration - formula| = {worst_energy:.1e} hartree")
print(f"scanned range of W/c^2: {eps_of(scan[0]):.5f} to "
      f"{eps_of(scan[-1]):.5f} (dimensionless)")
for n in (1, 2, 3):
    print(f"states in shell n = {n}: {capacity[n]}")
print(f"1s energy: W/c^2 = {eps1:.6f} (dimensionless)")
print(f"1s energy: W - c^2 = {binding(gam1) * hartree_eV:.1f} eV")
print(f"Q/P required by decay at the 1s energy = {outer_ratio:.6f}")
for kap in (-1, 1):
    print(f"Q/P required at the origin, kappa={kap:+d}: {inner_ratio[kap]:.6f}")
    print(f"sine of mismatch angle at 1s energy, kappa={kap:+d}: "
          f"{angle[kap]:.3e}")
print("P(x)/P(1) at the 1s energy, x = lambda*r (dimensionless):")
reference = exceptional_solution(1, 1.0)[0]
for x in (1.0, 3.0, 5.0, 10.0):
    regular_plus = exceptional_solution(1, x)[0] / reference
    regular_minus = x**gam1 * math.exp(1.0 - x)
    print(f"  x={x:4.1f}: kappa=+1 {regular_plus:.4e}, "
          f"kappa=-1 {regular_minus:.4e}")
splitting = binding(gamma_of(2)) - binding(gam1 + 1)
print(f"2p3/2 - 2p1/2 splitting = {splitting:.4f} hartree")
print(f"2p3/2 - 2p1/2 splitting = {splitting * hartree_eV:.1f} eV")
print(f"largest relative error of closed-form solutions = {worst_closed:.1e}")
print("all good")
```

Printed output:

```
Hydrogen-like Hf, point nucleus: Z = 72
speed of light c = 137.035999 a.u.
rest energy c^2 = 18778.8651 hartree
zeta = Z*alpha = 0.525409 (dimensionless)
k = 1: gamma = 0.850850, delta = k - gamma = 0.149150 (dimensionless)
k = 2: gamma = 1.929753, delta = k - gamma = 0.070247 (dimensionless)
k = 3: gamma = 2.953633, delta = k - gamma = 0.046367 (dimensionless)
Levels found by integration, W - c^2 in hartree:
  1s1/2 kappa=-1 n_r=0 nodes of P=0 N=0.850850 W-c^2=-2800.8759
  2s1/2 kappa=-1 n_r=1 nodes of P=1 N=1.850850 W-c^2=-713.7845
  2p1/2 kappa=+1 n_r=1 nodes of P=0 N=1.850850 W-c^2=-713.7845
  2p3/2 kappa=-2 n_r=0 nodes of P=0 N=1.929753 W-c^2=-659.5835
  3s1/2 kappa=-1 n_r=2 nodes of P=2 N=2.850850 W-c^2=-311.0223
  3p1/2 kappa=+1 n_r=2 nodes of P=1 N=2.850850 W-c^2=-311.0223
  3p3/2 kappa=-2 n_r=1 nodes of P=1 N=2.929753 W-c^2=-294.8824
  3d3/2 kappa=+2 n_r=1 nodes of P=0 N=2.929753 W-c^2=-294.8824
  3d5/2 kappa=-3 n_r=0 nodes of P=0 N=2.953633 W-c^2=-290.2430
largest |integration - formula| = 1.3e-09 hartree
scanned range of W/c^2: -0.98501 to 0.98827 (dimensionless)
states in shell n = 1: 2
states in shell n = 2: 8
states in shell n = 3: 18
1s energy: W/c^2 = 0.850850 (dimensionless)
1s energy: W - c^2 = -76215.7 eV
Q/P required by decay at the 1s energy = -0.283875
Q/P required at the origin, kappa=-1: -0.283875
sine of mismatch angle at 1s energy, kappa=-1: 4.273e-16
Q/P required at the origin, kappa=+1: 3.522681
sine of mismatch angle at 1s energy, kappa=+1: -4.085e-01
P(x)/P(1) at the 1s energy, x = lambda*r (dimensionless):
  x= 1.0: kappa=+1 1.0000e+00, kappa=-1 1.0000e+00
  x= 3.0: kappa=+1 6.3469e+00, kappa=-1 3.4464e-01
  x= 5.0: kappa=+1 3.1564e+01, kappa=-1 7.2034e-02
  x=10.0: kappa=+1 2.6013e+03, kappa=-1 8.7539e-04
2p3/2 - 2p1/2 splitting = 54.2009 hartree
2p3/2 - 2p1/2 splitting = 1474.9 eV
largest relative error of closed-form solutions = 4.0e-12
all good
```
